Why a longitudinal phonon is generally not one shifted transverse phonon

When a crystal has two or more polar modes of distinct frequency polarised along the same direction, none of their transverse vibration patterns survives as a longitudinal pattern. The macroscopic electric field of a longitudinal wave along that direction drives all these modes at once, so it changes the eigenvectors as well as the frequencies. In the two-mode model worked out below, with transverse energies of 12 and 68 meV, the upper longitudinal mode is 55% one transverse pattern and 45% the other.

**The belief and its appeal**

The belief is that each transverse optical (TO) phonon has a longitudinal optical (LO) partner: the same atomic motion, stiffened by the field that the motion creates. On this view the splitting of each pair measures the charge carried by that pattern.

For a single polar mode this is correct. The longitudinal field adds a restoring force to the one available coordinate, so the frequency rises and the pattern stays. With several modes the lists still invite pairing, because there are as many LO as TO frequencies and the two sets alternate. But alternation is a statement about eigenvalues, and the belief concerns eigenvectors.

**Equations of motion**

Consider a harmonic, undamped, insulating crystal that is cubic, or probed along a principal axis whose direction is fixed by symmetry. Let Q_j be the mass-weighted normal coordinates, per cell, of the modes polarised along one direction, and ω_j their TO frequencies, all distinct. If z_j is the mass-weighted charge of mode j, V the cell volume and ε∞ the permittivity due to electrons alone, then

Q̈_j = −ω_j² Q_j + z_j E

P = Σ_j z_j Q_j/V + ε0(ε∞ − 1)E.

Here E is the macroscopic field. Shorter-ranged forces, including the local part of the dipole interaction, are already contained in ω_j.

Take a wave with wavevector q much smaller than the Brillouin zone, yet large enough for retardation to be neglected. The field is then electrostatic and points along q, and without free charge the component of D = ε0E + P along q vanishes. In a transverse wave the lattice polarisation is perpendicular to q. It has no component that could produce a field along q, so E = 0 and the frequencies are ω_j. In a longitudinal wave everything points along q, and D = 0 gives

0 = ε0 ε∞ E + Σ_k z_k Q_k/V

E = −Σ_k z_k Q_k/(ε0 ε∞ V).

The minus sign means that the field opposes the lattice polarisation. Define

p_j = z_j/√(ε0 ε∞ V),

which has the dimension of a frequency. Inserting the field into the equation of motion gives

Q̈_j = −ω_j² Q_j − p_j Σ_k p_k Q_k.

The longitudinal frequencies squared, λ, are therefore the eigenvalues of

L = diag(ω_j²) + p pᵀ.

The diagonal term p_j² is the stiffening that the belief describes. The off-diagonal term p_j p_k is what it leaves out: the field produced by mode k pushes on mode j.

**Why no polar pattern survives**

Let e_j be the pure pattern of TO mode j. Applying L gives

L e_j = ω_j² e_j + p_j p.

For e_j to be an eigenvector, the last term must vanish or point along e_j. Either p_j = 0, so the mode is not polar, or p has no component other than p_j, so it is the only polar mode. With two or more nonzero p_j, neither holds for a polar mode.

The requirement of distinct frequencies matters. If all the polar TO modes share one frequency, their patterns may be recombined freely. One combination can be chosen along p and the others made nonpolar, and the one-to-one picture returns.

To find the actual patterns, write L c = λc by components:

(λ − ω_j²) c_j = p_j (p·c).

For polar modes of distinct frequency p·c cannot vanish: if it did, c would have to be a single e_j with p_j = 0. Hence

c_j = (p·c) p_j/(λ − ω_j²).

Multiplying by p_j, summing over j and dividing by p·c gives

1 + Σ_j p_j²/(ω_j² − λ) = 0.

This is the condition that the permittivity vanish. A field of frequency ω = √λ drives Q_j = z_j E/(ω_j² − λ), so that

ε = ε∞ [1 + Σ_j p_j²/(ω_j² − λ)].

Between two successive TO poles the bracket rises from −∞ to +∞ and crosses zero once. Above the last pole it rises from −∞ to 1 and crosses once more. This is the origin of the alternation, and no preservation of patterns was needed to obtain it.

**Two modes in closed form**

Number the modes so that ω1 < ω2, and set

a = ω1² + p1², b = ω2² + p2².

The determinant condition (a − λ)(b − λ) − p1²p2² = 0 has the solutions

λ± = (a + b ± R)/2, R = √[(a − b)² + 4p1²p2²].

Let u = (u1, u2) be the normalised upper eigenvector. Since λ₊ − λ₋ = R, the matrix can be written

L = λ₋ I + R u uᵀ.

Its first diagonal element reads a = λ₋ + R u1². The weight of TO1 in the upper LO mode is therefore

u1² = (a − λ₋)/R = [1 + (a − b)/R]/2,

and the off-diagonal element gives u1u2 = p1p2/R. The lower mode is orthogonal to u, so its two weights are interchanged.

The weight u1² exceeds one half when a > b, that is, when

p1² − p2² > ω2² − ω1².

If the lower TO mode is sufficiently the more polar, its largest contribution is thus to the upper LO mode, contrary to pairing by order.

The eigenvector formula also fixes the signs. The polarisation contributed by mode j is proportional to p_j c_j, hence to p_j²/(λ − ω_j²) times a common factor. For the upper LO mode both denominators are positive and the contributions add. For the lower one λ lies between ω1² and ω2², and they oppose each other.

**A worked case**

Take these round parameters, with frequencies quoted as energies:

ω1 = 12 meV, ω2 = 68 meV
p1 = 82 meV, p2 = 40 meV
ε∞ = 5, V = 0.060 nm³.

The charges correspond to z1 = 1.63 and z2 = 0.80 e/√u, where u is the atomic mass unit. The matrix elements are

a = 12² + 82² = 6868 meV²
b = 68² + 40² = 6224 meV²
p1p2 = 82 × 40 = 3280 meV².

Then

R = √(644² + 4 × 3280²) = 6591.5 meV²
λ₋ = (13092 − 6591.5)/2 = 3250 meV²
λ₊ = (13092 + 6591.5)/2 = 9842 meV².

The LO energies are 57.0 and 99.2 meV. The upper mode has weight (1 + 644/6591.5)/2 = 0.549 on TO1 and 0.451 on TO2.

If each TO mode were shifted by its own field alone, the energies would be √a = 82.9 meV and √b = 78.9 meV. Neither is close to an actual LO energy. The TO energies are far apart, but the coupling must be compared with the difference of the shifted squares. That difference is only 644 meV², against 2p1p2 = 6560 meV², so the mixing is almost even. Naming either LO mode after one TO mode would discard nearly half of its pattern.

**What ordered pairing gets wrong**

Suppose the four frequencies are known and are paired in order, each splitting being read as a charge:

√(57.01² − 12²) = 55.7 meV
√(99.21² − 68²) = 72.2 meV.

The true values are 82 and 40 meV, so the larger charge has been given to the wrong mode. The total does not reveal the error. The trace of L gives

λ₋ + λ₊ = ω1² + ω2² + p1² + p2²,

so both assignments give a summed p² of 8324 meV².

The determinant gives a relation that the one-to-one picture fails:

λ₋λ₊ = ab − p1²p2² = ω1²ω2² (1 + p1²/ω1² + p2²/ω2²).

The last bracket is ε_s/ε∞, where ε_s is the static permittivity. This is the Lyddane–Sachs–Teller relation for two modes. Here the ratio is 48.0, so ε_s = 240. Separately shifted modes would give ab/(ω1²ω2²) = 64.2, because they omit the term −p1²p2².

**Sharing the static screening**

The difference also appears in the screening of a slow charge. Let the charge impose a fixed longitudinal displacement field D. Then

E = D/(ε0 ε∞) − Σ_k z_k Q_k/(ε0 ε∞ V),

and static equilibrium, ω_j² Q_j = z_j E, becomes L Q = z D/(ε0 ε∞). The lattice polarisation is

z·Q/V = D zᵀL⁻¹z/(ε0 ε∞ V) = D pᵀL⁻¹p = D Σ_m (p·c_m)²/λ_m,

where m labels the normalised LO modes. Each term is the share s_m of one mode. Putting this polarisation back into E gives E = D(1 − Σ s_m)/(ε0 ε∞). Since E must also equal D/(ε0 ε_s),

Σ_m s_m = 1 − ε∞/ε_s.

In the example |p·c| is 25.4 meV for the lower mode and 87.6 meV for the upper, so

s₋ = 25.44²/3250 = 0.199
s₊ = 87.62²/9842 = 0.780.

Their sum is 0.979, as required by ε_s/ε∞ = 48.0. The lower mode contributes little because its two polarisations partly cancel.

Two independently shifted TO modes would instead have shares p1²/a = 0.979 and p2²/b = 0.257. Their sum, 1.236, exceeds one, and the lattice would reverse the field it is meant to screen. Each mode would be responding as if the other had not already reduced the field.

**The mixing in time**

Release a longitudinal wave at rest in the pure TO1 pattern, with Q1 = 1 and Q2 = 0. The lower eigenvector is v = (−u2, u1), and the initial state is u1 u − u2 v. Letting each eigenvector oscillate at its own frequency and taking the second component gives

Q2(t) = u1u2 (cos ω₊t − cos ω₋t)
= (p1p2/R)(cos ω₊t − cos ω₋t),

with ω± = √λ±. If the TO1 pattern were an LO mode, Q2 would remain zero. Here it reaches 0.95 of the initial Q1 after about 40 fs, within a beat period of 98 fs. Direct integration of the equations of motion, with the field evaluated from the instantaneous polarisation, reproduces this formula.

**When the belief is nearly right**

Mixing always present in principle need not be large. Suppose |p1p2| is small compared with b − a > 0, and let x = p1²p2²/(b − a)². Then

u1² = [1 − 1/√(1 + 4x)]/2 ≈ x,

to leading order in x. Mixing is also weak when a − b is large compared with |p1p2|, but then the labels are crossed: with p1 = 82 meV and p2 = 5 meV the lower LO mode is 97% TO2 and lies at 67.6 meV, below TO2 instead of above it. Hold the TO energies fixed and multiply both charges by a common factor. At a factor of 0.25 the TO1 weight in the upper LO mode is 0.0024, and the one-to-one labels are good approximations. At 0.50 the weight is 0.055. It passes one half at 0.935, where

factor² × (82² − 40²) = 68² − 12².

At a factor of 2 the weight is 0.76.

In the opposite limit p pᵀ dominates L. The upper eigenvector turns towards p, and its TO1 weight tends to

p1²/(p1² + p2²) = 0.808.

The lower eigenvector becomes (−p2, p1)/√(p1² + p2²), whose lattice polarisation vanishes. The macroscopic field tends to zero as the charges grow, but the force on each mode, charge times field, stays finite and holds the two modes in this pattern. These forces do no net work along the limiting pattern, so its squared frequency is the average of the TO values in it:

λ₋ → (p2²ω1² + p1²ω2²)/(p1² + p2²).

This gives 61.3 meV. However large the charges become, the lower LO mode stays below TO2, while the upper one keeps rising.

**Beside a real dielectric**

The parameters lie in the rough regime of cubic titanate perovskites, used as high-permittivity capacitor dielectrics, but they represent no particular compound. A soft mode near 10 meV and a static permittivity in the hundreds are reasonable rough values for its strontium-rich members near room temperature. Barium-rich compositions have softer, heavily damped modes and permittivities in the thousands; ω1 = 4 meV with assumed damping rates of 12 and 5 meV gives ε_s near 2100 and a TO1 weight of 0.54 in the upper LO mode. The two-mode restriction is not realistic, since such crystals have three polar modes for each polarisation. Adding one with assumed values of 22 meV for its TO energy and 20 meV for its p moves the two upper LO energies to 57.8 and 100.9 meV, with TO1 weight 0.543 in the highest. The new lowest LO mode, at 21.5 meV, lies just below the added TO mode and is 94% that pattern, so not every mode is strongly mixed.

Temperature and bias change the soft mode. If ω1² is taken proportional to T − 40 K and ω1 = 12 meV at 300 K, it becomes 14.1 meV at 400 K, and the upper LO mode moves to 99.4 meV. At 1 MV/cm, a field usually reached only in thin films because bulk ceramics break down earlier, linear response would predict a polarisation of 21 µC/cm², large enough to make the harmonic soft mode doubtful. As a sensitivity case, not a calculation of the bias response, doubling ω1 gives LO energies of 58.6 and 100.4 meV and a TO1 weight of 0.58. With assumed damping rates of 3 and 5 meV for the two TO coordinates, the oscillation energy of each freely decaying LO mode changes by less than 0.1 meV. Free carriers at 10¹⁸ cm⁻³, treated as a cold plasma with the free-electron mass, give 57.5 and 100.3 meV if their scattering is ignored. That overstates the shift for titanates near room temperature: assumed mobilities of 5 to 10 cm²/Vs, with masses of one to three electron masses, correspond to carrier damping of roughly 60 to 230 meV and give 57.0–57.1 and 99.4–99.7 meV. In each of these cases, taken separately, the strong mixing in the two upper LO modes remains.

The electrostatic assumption is also adequate at a sample wavevector of 0.10 nm⁻¹: for equal lattice polarisation, the retarded transverse field at the TO2 energy is about 6 × 10⁻⁵ of the longitudinal one. At much smaller wavevectors the transverse modes become polaritons, and E = 0 no longer holds for them. If strain makes the crystal anisotropic, the equations above still hold along a principal axis fixed by symmetry, with changed parameters. A strain that lowers the symmetry further can make the principal axes turn with frequency, and the one-direction model then no longer suffices. Waves oblique to the principal axes, and films thin enough for their interfaces to shape the field, need a different calculation; these effects are not estimated here. The remaining estimates are in the numerical output.

Table of computed values

```
TO energies: 12.0, 68.0 meV
Mode charges p1, p2: 82.0, 40.0 meV
eps_inf: 5.0; cell volume: 0.060 nm^3
Mode charges z1, z2: 1.633, 0.797 e/sqrt(u)
Matrix diagonal a, b: 6868, 6224 meV^2
Matrix off-diagonal p1*p2: 3280 meV^2
Root R: 6591.5 meV^2
LO squares: 3250.2, 9841.8 meV^2
LO energies: 57.01, 99.21 meV
Upper LO weights on TO1, TO2: 0.5489, 0.4511
Lower LO weights on TO1, TO2: 0.4511, 0.5489
One-to-one shifted TO1, TO2: 82.87, 78.89 meV
p misread from ordered pairs: 55.73, 72.23 meV
Total p^2, true and misread: 8324.0, 8324.0 meV^2
Static permittivity: 240.2
eps_s/eps_inf: 48.040
One-to-one LST product: 64.198
LO polar strength |p.c|, lower, upper: 25.44, 87.62 meV
Screening shares, lower, upper: 0.1992, 0.7800
Sum of screening shares: 0.9792
Shares from loss integral: 0.1993, 0.7799
One-to-one shares TO1, TO2: 0.9790, 0.2571
Sum of one-to-one shares: 1.2361
Beat period: 98.01 fs
Largest |Q2|/Q1(0) in one beat: 0.9544
Time of largest |Q2|: 40.38 fs
Charge scale: lower LO, upper LO (meV), TO1 weight in upper LO
  0.25: 23.54, 68.80, 0.0024
  0.50: 40.34, 72.26, 0.0551
  1.00: 57.01, 99.21, 0.5489
  2.00: 60.51, 185.48, 0.7605
Charge scale for equal weights: 0.9350
Strong-charge TO1 weight in upper LO: 0.8078
Strong-charge lower LO: 61.34 meV
Neglected effect: lower LO, upper LO (meV), TO1 weight in upper LO
  soft TO at 400 K: 57.23, 99.36, 0.5530
  soft TO energy doubled: 58.64, 100.43, 0.5809
  third polar mode: 57.78, 100.86, 0.5432
  free carriers: 57.48, 100.29, 0.5459
  damping: 56.98, 99.18, 0.5492
Rough Curie temperature; soft TO at 400 K: 40 K; 14.12 meV
Rough third mode, TO energy and p: 22.0, 20.0 meV
Carrier density; carrier p: 1.0e+18 cm^-3; 16.61 meV
Rough damping rates: 3.0, 5.0 meV
Sample wavevector: 0.10 nm^-1
Retarded TO2 field / LO field per polarisation: 5.94e-05
Rough soft-mode speed; soft TO at sample q: 5.0 km/s; 12.0045 meV
Rough electronic energy: 5.0 eV
Relative electronic dispersion at upper LO: 3.94e-04
Linear polarisation at 1 MV/cm: 21.18 uC/cm^2
```
